# Why Local Kinetic Functionals Do Not Bind Neutral Molecules: a numerical check

```python
"""
Result under test (Hartree atomic units).
Two unit nuclei at distance R share two electrons of density n.
Energy = local kinetic energy + lam * gradient kinetic energy + classical
Coulomb energy; there is no exchange or correlation.
The repulsive force on a nucleus equals the midplane integral of
    p + E_par^2/(8 pi) - (lam/4) d^2 n/dz^2,
with p = (2/3) C n^(5/3) the local pressure and E_par the in-plane field.
For lam = 0 it is positive at every R: no binding. For lam = 1 the last term
is a tension that can balance the others: binding.
phi = V - u is the total potential, V that of the nuclei, u that of electrons.
Half of the symmetric molecule is solved in prolate spheroidal coordinates,
as a correction to two superposed isolated atoms.
"""
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import sparse
from scipy.sparse.linalg import splu, spsolve
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants

PI = np.pi
C = 0.3 * (3 * PI**2) ** (2 / 3)
EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def stiffness(i, j, conductance, boundary):
    """Finite-volume matrix of minus the Laplacian, integrated over cells."""
    m = len(boundary)
    links = sparse.coo_matrix((conductance, (i, j)), shape=(m, m)).tocsr()
    links = links + links.T
    total = np.asarray(links.sum(axis=1)).ravel() + boundary
    return (sparse.diags(total) - links).tocsc()


def atom_grid(rmax, m=1500):
    s = np.linspace(0, 1, m + 1)
    q = 0.05
    top = np.log(1 + np.sqrt(rmax) / q)
    xf = q * np.expm1(top * s)
    xc = q * np.expm1(top * (s[1:] + s[:-1]) / 2)
    r = xc**2
    w = 4 * PI * r**2 * 2 * xc * np.diff(xf)
    boundary = np.zeros(m)
    boundary[-1] = 4 * PI / (1 / r[-1] - 1 / rmax)   # exact for a 1/r tail
    k = np.arange(m - 1)
    K = stiffness(k, k + 1, 4 * PI * xf[1:-1]**4 / np.diff(r), boundary)
    return SimpleNamespace(r1=r, w=w, K=K, V=1 / r, b=boundary / rmax)


def pair_grid(R, rmax, m, k):
    """Half space with the nucleus at z = +a; the other one is at z = -a."""
    a = R / 2
    mumax = np.arccosh(rmax / a)
    alpha = 0.4
    beta = (PI / 2) * alpha * m / (k * mumax)   # equal spacing at the nucleus

    def mu_map(s):
        return mumax * (beta * s + (1 - beta) * s**2)

    def nu_map(s):
        return PI / 2 * (alpha * s + (1 - alpha) * s**2)

    sm, sn = np.linspace(0, 1, m + 1), np.linspace(0, 1, k + 1)
    muf, nuf = mu_map(sm), nu_map(sn)
    mu, nu = mu_map((sm[1:] + sm[:-1]) / 2), nu_map((sn[1:] + sn[:-1]) / 2)
    dmu, dnu = np.diff(muf), np.diff(nuf)
    sh, si = np.sinh(mu)[:, None], np.sin(nu)[None, :]
    xi, eta = np.cosh(mu)[:, None], np.cos(nu)[None, :]
    w = 2 * PI * a**3 * (sh**2 + si**2) * sh * si * np.outer(dmu, dnu)
    g_mu = 2 * PI * a * np.outer(np.sinh(muf[1:-1]) / np.diff(mu),
                                 np.sin(nu) * dnu)
    g_nu = 2 * PI * a * np.outer(np.sinh(mu) * dmu,
                                 np.sin(nuf[1:-1]) / np.diff(nu))
    boundary = np.zeros((m, k))
    boundary[-1] = (2 * PI * a * np.sinh(mumax) * np.sin(nu) * dnu
                    / (mumax - mu[-1]))
    idx = np.arange(m * k).reshape(m, k)
    i = np.concatenate([idx[:-1].ravel(), idx[:, :-1].ravel()])
    j = np.concatenate([idx[1:].ravel(), idx[:, 1:].ravel()])
    K = stiffness(i, j, np.concatenate([g_mu.ravel(), g_nu.ravel()]),
                  boundary.ravel())
    r1, r2 = (a * (xi - eta)).ravel(), (a * (xi + eta)).ravel()
    return SimpleNamespace(a=a, mu=mu, nu=nu, dmu=dmu, shape=(m, k),
                           r1=r1, r2=r2, z=(a * xi * eta).ravel(),
                           w=w.ravel(), K=K, V=1 / r1 + 1 / r2)


def solve_local(g, u):
    """Neutral Thomas-Fermi solution by Newton iteration from a start u."""
    for _ in range(80):
        phi = np.maximum(g.V - u, 0)
        n = (2 * phi) ** 1.5 / (3 * PI**2)
        residual = g.K @ u - 4 * PI * g.w * n - g.b
        slope = sparse.diags(4 * PI * g.w * np.sqrt(2 * phi) / PI**2)
        du = spsolve((g.K + slope).tocsc(), -residual)
        u = u + du
        if np.max(np.abs(du)) < 1e-8:
            return (2 * np.maximum(g.V - u, 0)) ** 1.5 / (3 * PI**2), u
    raise RuntimeError("local solver did not converge")


def solve_gradient(g, n_start, tau, growth, lam):
    """Minimizer with the gradient term: implicit descent turning into Newton.
    One electron per nucleus, hence unit norm on an atom or a half molecule."""
    m = len(g.w)
    psi = np.sqrt(n_start / (g.w @ n_start))
    u = spsolve(g.K, 4 * PI * g.w * psi**2 + g.b)
    eps = None
    for _ in range(80):
        q = C * psi ** (4 / 3)
        v = 5 / 3 * q - g.V + u
        hpsi = 0.5 * lam * (g.K @ psi) + g.w * v * psi
        if eps is None:
            eps = psi @ hpsi
        c = g.w * psi
        res1 = hpsi - eps * c
        res2 = 0.5 * (c * psi - (g.K @ u - g.b) / (4 * PI))
        diagonal = g.w * (v - eps + 20 / 9 * q + 1 / tau)
        A = 0.5 * lam * g.K + sparse.diags(diagonal)
        J = sparse.bmat([[A, sparse.diags(c)],
                         [sparse.diags(c), -g.K / (8 * PI)]], format="csc")
        lu = splu(J)
        s1 = lu.solve(-np.concatenate([res1, res2]))
        s2 = lu.solve(np.concatenate([c, np.zeros(m)]))
        deps = ((1 - c @ psi) / 2 - c @ s1[:m]) / (c @ s2[:m])
        step = s1 + deps * s2
        psi = np.abs(psi + step[:m])
        u = u + step[m:]
        eps += deps
        if np.sqrt(g.w @ step[:m]**2) < 1e-7:
            return psi**2, u
        tau *= growth
    raise RuntimeError("gradient solver did not converge")


def parts(g, n, u, V, lam):
    """Local kinetic, gradient kinetic, nuclear attraction, Hartree energy."""
    psi = np.sqrt(n)
    return np.array([g.w @ (C * n ** (5 / 3)), 0.5 * lam * psi @ (g.K @ psi),
                     g.w @ (n * V), 0.5 * g.w @ (n * u)])


def make_atom(lam):
    # The atom's box is larger than the molecule's, so that atomic functions
    # are known everywhere on the molecular grid.
    g = atom_grid(80.0 if lam else 1000.0)
    if lam:
        n, u = solve_gradient(g, np.exp(-0.9 * g.r1), 1.0, 2.0, lam)
    else:
        n, u = solve_local(g, g.V - g.V / (1 + 0.5 * g.r1) ** 3)
    p = parts(g, n, u, g.V, lam)
    logr, logn = np.log(g.r1), np.log(np.maximum(n, 1e-200))
    u_curve = CubicSpline(np.sqrt(g.r1), u)
    return SimpleNamespace(
        lam=lam, rmax=60.0 if lam else 500.0, parts=p, T=p[0] + p[1],
        E=p[0] + p[1] - p[2] + p[3], N=g.w @ n,
        n=lambda r: np.exp(np.interp(np.log(r), logr, logn)),
        u=lambda r: u_curve(np.sqrt(r)))


def diatomic(R, atom):
    lam = atom.lam
    g = pair_grid(R, atom.rmax, *((72, 36) if lam else (96, 48)))
    a = g.a
    n1, n2, u1, u2 = atom.n(g.r1), atom.n(g.r2), atom.u(g.r1), atom.u(g.r2)
    # With this source the discrete Poisson equation acts only on the
    # difference between the molecule and the superposed atoms.
    g.b = g.K @ (u1 + u2) - 4 * PI * g.w * (n1 + n2)
    if lam:
        n, u = solve_gradient(g, n1 + n2, 5.0, 3.0, lam)
    else:
        n, u = solve_local(g, u1 + u2)
    # Atomic integrals are subtracted on this grid and restored from the
    # radial solution, which removes the quadrature error at the nuclei.
    half = (parts(g, n, u, g.V, lam) - parts(g, n1, u1, 1 / g.r1, lam)
            - parts(g, n2, u2, 1 / g.r2, lam) + atom.parts)
    T = 2 * (half[0] + half[1])
    coulomb = 2 * (half[3] - half[2]) + 1 / R
    # Coulomb force on the nucleus at +a; a spherical cloud centred on it
    # exerts none and is subtracted to tame the integrand.
    pull = g.w @ ((n - n1) * (g.z - a) / g.r1**3
                  - (n - n2) * (g.z + a) / g.r2**3)
    # Midplane values from an even fit in the angle measured from the plane.
    delta = PI / 2 - g.nu[-3:]
    M = np.stack([np.ones(3), delta**2, delta**4], axis=1)

    def fit(f):
        return np.linalg.solve(M, f.reshape(g.shape)[:, -3:].T)

    nfit = fit(n)
    n_mid = np.maximum(nfit[0], 0)
    ch = np.cosh(g.mu)
    phi_mid = 2 / (a * ch) - fit(u)[0]
    field = np.gradient(phi_mid, g.mu, edge_order=2) / (a * ch)
    dA = 2 * PI * a**2 * np.sinh(g.mu) * ch * g.dmu
    n_zz = (2 * nfit[1] + np.tanh(g.mu)
            * np.gradient(n_mid, g.mu, edge_order=2)) / (a * ch) ** 2
    pressure = dA @ (2 / 3 * C * n_mid ** (5 / 3))
    maxwell = dA @ field**2 / (8 * PI)
    gradient = -lam / 4 * (dA @ n_zz)
    rise = 1 / g.r2 - u + u1        # phi(molecule) - phi(atom at +a)
    return SimpleNamespace(R=R, T=T, coulomb=coulomb, E=T + coulomb,
                           dE=T + coulomb - 2 * atom.E,
                           N=2 * (g.w @ (n - n1 - n2) + atom.N),
                           F_nucleus=1 / R**2 + pull, pressure=pressure,
                           maxwell=maxwell, gradient=gradient,
                           F_plane=pressure + maxwell + gradient,
                           rise=rise[0], rise_min=rise.min())


def find_equilibrium(solved, atom):
    """Bracketed false-position search; every trial is a fresh solution."""
    left, right = next((p, q) for p, q in zip(solved, solved[1:])
                       if p.F_plane > 0 >= q.F_plane)
    x0, f0, x1, f1 = left.R, left.F_plane, right.R, right.F_plane
    trials, side = [], 0
    for _ in range(12):
        trial = diatomic((x0 * f1 - x1 * f0) / (f1 - f0), atom)
        trials.append(trial)
        if abs(trial.F_plane) < 5e-5:
            return trial, trials
        if trial.F_plane > 0:
            x0, f0 = trial.R, trial.F_plane
            f1 = f1 / 2 if side == 1 else f1
            side = 1
        else:
            x1, f1 = trial.R, trial.F_plane
            f0 = f0 / 2 if side == -1 else f0
            side = -1
    raise RuntimeError("equilibrium search did not converge")


def agree(x, y, rel, floor, label):
    assert abs(x - y) <= rel * abs(y) + floor, (label, x, y)


# The gradient stress tensor gives the force density of the gradient term.
X = sp.symbols("x y z")
f = sp.Function("f")(*X)
v_w = -sum(sp.diff(f, s, 2) for s in X) / (2 * f)
divergence = sum(sp.diff(-f**2 * sp.diff(sp.log(f**2), s, X[2]) / 4, s)
                 for s in X)
assert sp.simplify(sp.expand(f**2 * sp.diff(v_w, X[2]) - divergence)) == 0

# A second local functional, t = c n^2/2 with k^2 = 4 pi/c: screened potentials.
k_s, R_s = 1.0, 2.0


def screened_stress(d):
    phi = 2 * np.exp(-k_s * d) / d
    slope = -phi * (k_s + 1 / d)
    return (2 * PI * d * (k_s**2 * phi**2
            + slope**2 * (1 - (R_s / 2 / d)**2)) / (8 * PI))


F_screen_plane = quad(screened_stress, R_s / 2, np.inf)[0]
F_screen = np.exp(-k_s * R_s) * (1 / R_s**2 + k_s / R_s)
agree(F_screen_plane, F_screen, 1e-8, 0, "screened model")

# Purely local kinetic energy. Tolerances reflect the finite grid.
tf = make_atom(0.0)
agree(tf.E, -tf.T, 1e-3, 0, "local atom virial")
agree(tf.N, 1, 1e-3, 0, "local atom charge")
local = [diatomic(R, tf) for R in (1.0, 2.0, 4.0)]
for m in local:
    agree(m.N, 2, 3e-3, 0, "local molecule charge")
    agree(m.F_nucleus, m.F_plane, 0.04, 1e-3, "local force")
    agree(2 * m.T + m.coulomb, m.R * m.F_plane, 0.03, 3e-3, "local virial")
    agree(7 / 3 * m.dE - m.R * m.F_plane / 3, 2 * m.rise, 0.03, 2e-3,
          "charge scaling")
    assert m.F_nucleus > 0 and m.dE > 0 and m.rise_min > -1e-3
assert local[0].dE > local[1].dE > local[2].dE
h = 0.05
slope_tf = -(diatomic(2 + h, tf).E - diatomic(2 - h, tf).E) / (2 * h)
agree(slope_tf, local[1].F_plane, 0.03, 5e-4, "local energy slope")

# The same model with the full gradient term.
tfw = make_atom(1.0)
agree(tfw.E, -tfw.T, 1e-3, 0, "gradient atom virial")
grad = [diatomic(R, tfw) for R in (2.0, 3.0, 4.5, 7.0)]
assert grad[0].F_nucleus > 0 > grad[-1].F_nucleus
slope_w = -(diatomic(3 + h, tfw).E - diatomic(3 - h, tfw).E) / (2 * h)
agree(slope_w, grad[1].F_plane, 0.03, 5e-4, "gradient energy slope")
eq, trials = find_equilibrium(grad, tfw)
for m in grad + trials:
    agree(m.F_nucleus, m.F_plane, 0.04, 7e-4, "gradient force")
    agree(2 * m.T + m.coulomb, m.R * m.F_plane, 0.03, 3e-3, "gradient virial")
assert abs(eq.F_plane) < 2e-4, ("force at equilibrium", eq.R, eq.F_plane)
assert eq.dE < 0, ("energy relative to atoms", eq.R, eq.dE)
assert eq.gradient < 0, ("gradient part", eq.R, eq.gradient)
agree(eq.T - 2 * tfw.T, -eq.dE, 0.03, 3e-3, "kinetic rise on binding")

print("Model: two unit charges, two electrons; hartree atomic units")
print(f"Local kinetic constant C = {C:.5f} hartree bohr^2")
print(f"Screened model, k = {k_s:.1f} 1/bohr, R = {R_s:.1f} bohr:")
print(f"  force, closed form     = {F_screen:.6f} hartree/bohr")
print(f"  force, midplane stress = {F_screen_plane:.6f} hartree/bohr")
print(f"Thomas-Fermi atom energy = {tf.E:.4f} hartree")
print("Thomas-Fermi pair (R bohr; energies hartree; forces hartree/bohr)")
print("  R | E-2E_atom | F nucleus | F plane | pressure | field part")
for m in local:
    print(f"  {m.R:.1f} | {m.dE:.4f} | {m.F_nucleus:.4f} | {m.F_plane:.4f}"
          f" | {m.pressure:.4f} | {m.maxwell:.4f}")
print("  R | 2T+V_C hartree | R*F plane hartree | phi rise at nucleus a.u.")
for m in local:
    print(f"  {m.R:.1f} | {2 * m.T + m.coulomb:.4f} | {m.R * m.F_plane:.4f}"
          f" | {m.rise:.4f}")
print(f"  -dE/dR at R = 2 bohr = {slope_tf:.4f} hartree/bohr")
print(f"Atom energy with gradient term (lam = 1) = {tfw.E:.4f} hartree")
print("Pair with gradient term (same units)")
print("  R | E-2E_atom | F nucleus | F plane | pressure | field | gradient")
for m in grad:
    print(f"  {m.R:.1f} | {m.dE:.4f} | {m.F_nucleus:.4f} | {m.F_plane:.4f}"
          f" | {m.pressure:.4f} | {m.maxwell:.4f} | {m.gradient:.4f}")
print(f"  -dE/dR at R = 3 bohr = {slope_w:.4f} hartree/bohr")
print(f"Equilibrium distance = {eq.R:.1f} bohr = {eq.R * ANGSTROM:.1f} angstrom")
print(f"  binding energy = {-eq.dE:.4f} hartree = {-eq.dE * EV:.2f} eV")
print(f"  kinetic energy rise over atoms = {eq.T - 2 * tfw.T:.4f} hartree")
print(f"  T = {eq.T:.4f} hartree, V_C = {eq.coulomb:.4f} hartree")
print(f"  2T+V_C = {2 * eq.T + eq.coulomb:.4f} hartree")
print(f"  midplane pressure part = {eq.pressure:.4f} hartree/bohr")
print(f"  midplane field part    = {eq.maxwell:.4f} hartree/bohr")
print(f"  midplane gradient part = {eq.gradient:.4f} hartree/bohr")
print("verified")
```

Output:

```
Model: two unit charges, two electrons; hartree atomic units
Local kinetic constant C = 2.87123 hartree bohr^2
Screened model, k = 1.0 1/bohr, R = 2.0 bohr:
  force, closed form     = 0.101501 hartree/bohr
  force, midplane stress = 0.101501 hartree/bohr
Thomas-Fermi atom energy = -0.7687 hartree
Thomas-Fermi pair (R bohr; energies hartree; forces hartree/bohr)
  R | E-2E_atom | F nucleus | F plane | pressure | field part
  1.0 | 0.2965 | 0.5707 | 0.5704 | 0.1875 | 0.3829
  2.0 | 0.0660 | 0.0804 | 0.0804 | 0.0360 | 0.0444
  4.0 | 0.0098 | 0.0076 | 0.0076 | 0.0042 | 0.0034
  R | 2T+V_C hartree | R*F plane hartree | phi rise at nucleus a.u.
  1.0 | 0.5707 | 0.5704 | 0.2508
  2.0 | 0.1609 | 0.1608 | 0.0502
  4.0 | 0.0303 | 0.0303 | 0.0063
  -dE/dR at R = 2 bohr = 0.0805 hartree/bohr
Atom energy with gradient term (lam = 1) = -0.1619 hartree
Pair with gradient term (same units)
  R | E-2E_atom | F nucleus | F plane | pressure | field | gradient
  2.0 | 0.0749 | 0.1290 | 0.1287 | 0.0388 | 0.0984 | -0.0085
  3.0 | 0.0067 | 0.0315 | 0.0314 | 0.0178 | 0.0269 | -0.0134
  4.5 | -0.0130 | 0.0029 | 0.0028 | 0.0067 | 0.0060 | -0.0098
  7.0 | -0.0113 | -0.0021 | -0.0021 | 0.0017 | 0.0008 | -0.0047
  -dE/dR at R = 3 bohr = 0.0316 hartree/bohr
Equilibrium distance = 5.1 bohr = 2.7 angstrom
  binding energy = 0.0139 hartree = 0.38 eV
  kinetic energy rise over atoms = 0.0167 hartree
  T = 0.3406 hartree, V_C = -0.6783 hartree
  2T+V_C = 0.0028 hartree
  midplane pressure part = 0.0047 hartree/bohr
  midplane field part    = 0.0036 hartree/bohr
  midplane gradient part = -0.0083 hartree/bohr
verified
```
